**Phonon factor of the indirect-gap radiative coefficient**

For one phonon branch of energy ħω and thermal occupation N, the program tests B(T)/B(0) = 2N + 1 = coth(ħω/2kT), where B is the radiative coefficient and kT the thermal energy. It asserts the weights N + 1 and N from oscillator states on a grid, and the second-order amplitudes from avoided crossings in a model with an electron, two phonon modes and a photon. Detailed-balance integrals over light absorption are asserted to give the coth for a constant photon factor, and the corrected formula for a factor proportional to photon energy. A wavevector sum tests the direct-gap pairing law, and a radial Coulomb Hamiltonian tests the enhancement by electron-hole attraction. For rough silicon-like values, the output shows the coth rising from 1.072 at 200 K to 1.457 at 400 K. The unscreened low-density attraction factor falls from about 37 to 12 over the same range, so the product of the two decreases. The program computes relative coefficients, not an absolute B.

## Numerical verification

```python
# Result under test: for one phonon branch of energy w, the indirect-gap
# radiative coefficient obeys B(T)/B(0) = 2N+1 = coth(w/2kT), provided that
# matrix elements and photon factors are constant.
# N: thermal phonon occupation; gap: indirect gap; delta: height of the
# zone-centre conduction state above the side valley; ryd: exciton Rydberg.
# Energies are in eV. Material values are rough, typical of silicon.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize_scalar

gap, w, delta, ryd = 1.12, 0.058, 2.28, 0.015
w_acoustic, acoustic_weight = 0.018, 0.05
gap_slope = -0.25e-3  # eV/K, rough
temperatures = [200.0, 300.0, 400.0]


def thermal(T):
    return const.k * T / const.e


def occupation(energy, T):
    return 1 / np.expm1(energy / thermal(T))


def coth_factor(energy, T):
    return 1 / np.tanh(energy / (2 * thermal(T)))


# --- Phonon weights from oscillator eigenstates on a position grid ---
x = np.linspace(-12, 12, 1501)
h = x[1] - x[0]
levels, states = eigh_tridiagonal(
    1 / h**2 + x**2 / 2, np.full(len(x) - 1, -0.5 / h**2),
    select='i', select_range=(0, 40))
position = states.T @ (x[:, None] * states)
mean_square = np.sum(x[:, None]**2 * states**2, axis=0)
for T in temperatures:
    p = np.exp(-(levels - levels[0]) * w / thermal(T))
    p /= p.sum()
    up = 2 * np.sum(p[:-1] * np.diag(position, 1)**2)
    down = 2 * np.sum(p[1:] * np.diag(position, 1)**2)
    N = occupation(w, T)
    assert abs(up - (N + 1)) < 1e-3
    assert abs(down - N) < 1e-3
    assert abs(2 * np.sum(p * mean_square) - coth_factor(w, T)) < 1e-3

# --- Second-order amplitudes from avoided crossings ---
# Electron states: X (side valley), G (zone-centre conduction), v (valence,
# with one photon). Mode a is absorbed and mode b is emitted in X -> G.
g_phonon = g_photon = 0.005
n_a, n_b = 3, 1
momentum = 1 - n_a + n_b
basis = [(s, a, b) for s in 'XGv' for a in range(8) for b in range(8)
         if (s == 'X') - a + b == momentum]
index = {state: i for i, state in enumerate(basis)}


def hamiltonian(photon):
    H = np.zeros((len(basis), len(basis)))
    base = {'X': 0.0, 'G': delta, 'v': photon - gap}
    for (s, a, b), i in index.items():
        H[i, i] = base[s] + w * (a + b)
        links = []
        if s == 'X':
            links = [(('G', a - 1, b), g_phonon * np.sqrt(a)),
                     (('G', a, b + 1), g_phonon * np.sqrt(b + 1))]
        if s == 'G':
            links = [(('v', a, b), g_photon)]
        for target, value in links:
            if target in index:
                j = index[target]
                H[i, j] = H[j, i] = value
    return H


def crossing_amplitude(final, photon):
    i, f = index[('X', n_a, n_b)], index[final]

    def splitting(detuning):
        e, v = np.linalg.eigh(hamiltonian(photon + detuning))
        pair = np.argsort(v[i]**2 + v[f]**2)[-2:]
        return abs(e[pair[0]] - e[pair[1]])
    best = minimize_scalar(splitting, bounds=(-3e-4, 3e-4),
                           method='bounded', options={'xatol': 1e-9})
    return best.fun / 2


amp_em = crossing_amplitude(('v', n_a, n_b + 1), gap - w)
amp_ab = crossing_amplitude(('v', n_a - 1, n_b), gap + w)
formula_em = g_phonon * g_photon * np.sqrt(n_b + 1) / (delta + w)
formula_ab = g_phonon * g_photon * np.sqrt(n_a) / (delta - w)
# Higher orders in the weak couplings limit the agreement.
assert abs(amp_em / formula_em - 1) < 3e-3
assert abs(amp_ab / formula_ab - 1) < 3e-3
ratio_per_quantum = (amp_em**2 / (n_b + 1)) / (amp_ab**2 / n_a)


# --- Recombination from light absorption by detailed balance ---
def pair_states(excess):
    return quad(lambda e: 1.0, 0, excess, weight='alg', wvar=(0.5, 0.5))[0]


def balance_coefficient(T, power):
    """Relative B for a photon factor (E/gap)**power."""
    kT, N = thermal(T), occupation(w, T)
    total = 0.0
    # Light absorption: phonon absorbed at low threshold, emitted at high.
    for threshold, weight in [(gap - w, N), (gap + w, N + 1)]:
        def integrand(t):
            E = threshold + t * kT
            alpha = weight * pair_states(t * kT) * (E / gap)**power / E**2
            return E**2 * alpha * np.exp(-(E - gap) / kT) * kT
        total += quad(integrand, 1e-10, 45, epsabs=1e-14, epsrel=1e-8)[0]
    band = quad(lambda t: np.sqrt(t) * np.exp(-t), 0, 45)[0] * kT**1.5
    return total / band**2


def photon_corrected(T):
    return coth_factor(w, T) * (1 + 3 * thermal(T) / gap) - w / gap


for T in temperatures:
    assert abs(balance_coefficient(T, 0) / coth_factor(w, T) - 1) < 1e-5
    assert abs(balance_coefficient(T, 1) / photon_corrected(T) - 1) < 1e-5


def fully_corrected(T):
    """Photon energy and conduction-path energy denominators together."""
    N, kT = occupation(w, T), thermal(T)
    emit = (N + 1) * (gap - w + 3 * kT) / gap / (1 + w / delta)**2
    absorb = N * (gap + w + 3 * kT) / gap / (1 - w / delta)**2
    return emit + absorb


# --- Direct-gap contrast: only equal wavevectors pair ---
m_e, m_h, side = 0.3 * const.m_e, 0.5 * const.m_e, 200e-9
k = 2 * np.pi / side * np.arange(-400, 401)


def direct_pair_fraction(T):
    fe = np.exp(-(const.hbar * k)**2 / (2 * m_e * const.k * T))
    fh = np.exp(-(const.hbar * k)**2 / (2 * m_h * const.k * T))
    return (np.sum(fe * fh) / (fe.sum() * fh.sum()))**3


for T in temperatures:
    law = (2 * np.pi * const.hbar**2 / ((m_e + m_h) * const.k * T))**1.5
    assert abs(direct_pair_fraction(T) * side**3 / law - 1) < 1e-6
direct_ratio = direct_pair_fraction(400) / direct_pair_fraction(200)


# --- Coulomb enhancement: thermal contact density of a pair ---
def coulomb_parts(T):
    y = ryd / thermal(T)

    def integrand(s):
        z = 2 * np.pi * np.sqrt(y) / s
        return 4 / np.sqrt(np.pi) * s**2 * np.exp(-s**2) * z / -np.expm1(-z)
    continuum = quad(integrand, 1e-9, 8)[0]
    n = np.arange(1, 3001)
    bound = 8 * np.sqrt(np.pi) * y**1.5 * np.sum(np.exp(y / n**2) / n**3)
    return continuum, bound


def coulomb_from_grid(T):
    """Radial s states; lengths in exciton radii, energies in Rydbergs."""
    y, step = ryd / thermal(T), 0.005
    r = step * np.arange(1, 4001)
    e, u = eigh_tridiagonal(2 / step**2 - 2 / r,
                            np.full(len(r) - 1, -1 / step**2),
                            select='v', select_range=(-5.0, 40 / y))
    slope = u[0] / step**1.5 / (1 - step)
    contact = np.sum(slope**2 * np.exp(-e * y)) / (4 * np.pi)
    return contact * (4 * np.pi * y)**1.5


enhancement = {}
for T in temperatures:
    enhancement[T] = sum(coulomb_parts(T))
    assert abs(coulomb_from_grid(T) / enhancement[T] - 1) < 0.01

# --- Limits of coth ---
half = w / (2 * thermal(400))
assert abs(1 / np.tanh(half) - 1 / half - half / 3) < half**3 / 45
cold = np.exp(-w / thermal(100))
assert abs(coth_factor(w, 100) - 1 - 2 * cold) < 3 * cold**2

# --- Worked example ---
print(f"gap (rough): {gap:.2f} eV")
print(f"optical phonon energy (rough): {w*1e3:.0f} meV")
print(f"virtual state above valley (rough): {delta:.2f} eV")
print(f"exciton Rydberg (rough): {ryd*1e3:.0f} meV")
for T in temperatures:
    N, c = occupation(w, T), coth_factor(w, T)
    cont, bound = coulomb_parts(T)
    print(f"T = {T:.0f} K: kT = {thermal(T)*1e3:.2f} meV")
    print(f"  phonon energy/kT: {w/thermal(T):.3f}")
    print(f"  N: {N:.4f}, N+1: {N+1:.4f}")
    print(f"  coth = B(T)/B(0): {c:.4f}")
    print(f"  share of phonon absorption: {100*N/c:.1f} %")
    print(f"  absorption/emission ratio: {N/(N+1):.4f}")
    print(f"  factor with photon energy: {photon_corrected(T):.4f}")
    print(f"  also with denominators: {fully_corrected(T):.4f}")
    print(f"  Coulomb, continuum: {cont:.2f}, bound: {bound:.2f}")
    print(f"  Coulomb, total: {enhancement[T]:.2f}")
ratio = coth_factor(w, 400) / coth_factor(w, 200)
ratio_photon = photon_corrected(400) / photon_corrected(200)
ratio_full = fully_corrected(400) / fully_corrected(200)
ratio_coulomb = enhancement[400.0] / enhancement[200.0]
print("Ratios of values at 400 K and 200 K:")
print(f"  coth: {ratio:.3f}")
print(f"  with photon energy: {ratio_photon:.3f}")
print(f"  also with denominators: {ratio_full:.3f}")
print(f"  Coulomb factor alone: {ratio_coulomb:.3f}")
print(f"  coth times Coulomb factor: {ratio*ratio_coulomb:.3f}")
print(f"  direct-gap pair counting: {direct_ratio:.4f}")
print(f"hot limit 2kT/phonon energy, 300 K: {2*thermal(300)/w:.3f}")
print(f"emission/absorption strength per quantum: {ratio_per_quantum:.3f}")
mixed = ((1 - acoustic_weight) * coth_factor(w, 300)
         + acoustic_weight * coth_factor(w_acoustic, 300))
print(f"acoustic phonon (rough): {w_acoustic*1e3:.0f} meV")
print(f"acoustic weight at T = 0 (chosen): {100*acoustic_weight:.0f} %")
print(f"acoustic coth, 300 K: {coth_factor(w_acoustic, 300):.3f}")
print(f"two-branch factor, 300 K: {mixed:.4f}")
print(f"gap slope (rough): {gap_slope*1e3:.2f} meV/K")
print(f"gap change, 200 to 400 K: {100*gap_slope*200/gap:.1f} %")
print(f"photon occupation, 300 K: {occupation(gap-w, 300):.1e}")
print("finished without a failed check")
```

Printed output:

```
gap (rough): 1.12 eV
optical phonon energy (rough): 58 meV
virtual state above valley (rough): 2.28 eV
exciton Rydberg (rough): 15 meV
T = 200 K: kT = 17.23 meV
  phonon energy/kT: 3.365
  N: 0.0358, N+1: 1.0358
  coth = B(T)/B(0): 1.0716
  share of phonon absorption: 3.3 %
  absorption/emission ratio: 0.0346
  factor with photon energy: 1.0693
  also with denominators: 1.0209
  Coulomb, continuum: 6.66, bound: 30.23
  Coulomb, total: 36.89
T = 300 K: kT = 25.85 meV
  phonon energy/kT: 2.244
  N: 0.1187, N+1: 1.1187
  coth = B(T)/B(0): 1.2373
  share of phonon absorption: 9.6 %
  absorption/emission ratio: 0.1061
  factor with photon energy: 1.2712
  also with denominators: 1.2225
  Coulomb, continuum: 5.48, bound: 12.61
  Coulomb, total: 18.08
T = 400 K: kT = 34.47 meV
  phonon energy/kT: 1.683
  N: 0.2283, N+1: 1.2283
  coth = B(T)/B(0): 1.4566
  share of phonon absorption: 15.7 %
  absorption/emission ratio: 0.1859
  factor with photon energy: 1.5393
  also with denominators: 1.4905
  Coulomb, continuum: 4.79, bound: 7.18
  Coulomb, total: 11.97
Ratios of values at 400 K and 200 K:
  coth: 1.359
  with photon energy: 1.440
  also with denominators: 1.460
  Coulomb factor alone: 0.324
  coth times Coulomb factor: 0.441
  direct-gap pair counting: 0.3536
hot limit 2kT/phonon energy, 300 K: 0.891
emission/absorption strength per quantum: 0.904
acoustic phonon (rough): 18 meV
acoustic weight at T = 0 (chosen): 5 %
acoustic coth, 300 K: 2.988
two-branch factor, 300 K: 1.3249
gap slope (rough): -0.25 meV/K
gap change, 200 to 400 K: -4.5 %
photon occupation, 300 K: 1.4e-18
finished without a failed check
```
